# Charging Immunity and Relaxation Shifts of the Modified Auger Parameter

## Definitions and conventions

An Auger transition $ijj$ starts from an atom with one hole in core level $i$ and leaves two holes in core level $j$. Its electron has kinetic energy $E_K(ijj)$. A photoelectron from core level $p$ of the same element, excited by photons of energy $h\nu$, has kinetic energy $E_K(p)$ and binding energy $E_B(p)=h\nu-E_K(p)$. The modified Auger parameter is

$$\alpha'=E_K(ijj)+E_B(p)=E_K(ijj)+h\nu-E_K(p).\tag{1}$$

All energies refer to one common electron reference level. The elementary charge is $e>0$. A sample potential $V>0$ is positive relative to the grounded analyser. The symbol $\Delta$ denotes the value in one environment minus the value in another.

Let $I(c)$ be the energy needed to make one hole in core level $c$, and $I(jj)$ the energy needed to make two holes in $j$. Each is split into an initial-state part and a relaxation part:

$$I(c)=v_c-R(c),\qquad I(jj)=2v_j+U_{jj}-R(jj).\tag{2}$$

Here $v_c$ is the cost of removing the electron while all other charge stays frozen, $U_{jj}$ is the repulsion of the two holes, and $R$ is the energy gained when the remaining charge responds. $R$ is positive when relaxation lowers the ionization energy. Its extra-atomic part comes from the surroundings of the ionized atom; $R(n)$ denotes this part for $n$ core holes, and $R\equiv R(1)$.

## Theorem

**(a)** If both lines come from regions at the same potential $V$, and $V$ does not change between the two measurements, then $\alpha'$ does not depend on $V$.

**(b)** Compare two environments and assume:

1. The initial-state shifts are equal: $\Delta v_i=\Delta v_p=\Delta v_j=\Delta v$.
2. $U_{jj}$ and the intra-atomic relaxation do not change.
3. Seen from outside the atom, every core hole acts as a point charge $+e$.
4. The surroundings respond linearly to that charge.

Then

$$\Delta\alpha'=2\,\Delta R.\tag{3}$$

In a real material these assumptions hold at best approximately, and the factor two is only as reliable as they are. Later sections examine how they can fail.

## Proof of part (a)

Raising the whole sample uniformly to $V$ leaves unchanged the kinetic energy with which an electron emerges just outside the surface. From there to the analyser it moves in a static potential $\phi$, so $\tfrac12mv_e^2-e\phi$ is conserved, with $v_e$ the electron's speed. Since $\phi=V$ at the surface and $\phi=0$ at the analyser,

$$E_K^{\rm meas}=E_K-eV,\tag{4}$$

whatever the shape of $\phi$ in between. The apparent binding energy is therefore $h\nu-(E_K(p)-eV)=E_B(p)+eV$. If the Auger and photoelectron lines sample potentials $V_A$ and $V_P$,

$$\alpha'_{\rm meas}=\alpha'-eV_A+eV_P.\tag{5}$$

For $V_A=V_P$ the two terms cancel. ∎

A change of reference level cancels in the same way, because it moves $E_K$ and $E_B$ by opposite amounts. Equation (5) also shows how the immunity is lost: through drift between the two scans, or through a potential gradient combined with different sampling depths.

## Lemma: relaxation is quadratic in the number of holes

Describe the surroundings by induced dipoles, collected in one vector $\mathbf p$ and measured in units of $e$ times length. Let $\mathbf F$ be the field of one core hole at the dipoles, $\mathbf F_0$ the field of permanent charges there, and $\Phi$ the potential of those permanent charges at the ionized atom. In units of $e^2/4\pi\varepsilon_0$, the energy with $n$ holes is

$$W_n(\mathbf p)=\tfrac12\mathbf p^{T}A\mathbf p-\mathbf p^{T}(\mathbf F_0+n\mathbf F)+n\Phi .\tag{6}$$

The matrix $A$ is symmetric and positive definite. It contains the inverse polarizabilities and the interactions between dipoles. Setting the derivative to zero gives $\mathbf p_n=A^{-1}(\mathbf F_0+n\mathbf F)$. Inserting this result,

$$W_n=-\tfrac12(\mathbf F_0+n\mathbf F)^{T}A^{-1}(\mathbf F_0+n\mathbf F)+n\Phi .$$

Expanding the product and subtracting $W_0$, with $\mathbf p_0=A^{-1}\mathbf F_0$, gives

$$W_n-W_0=n\left(\Phi-\mathbf F^{T}\mathbf p_0\right)-\frac{n^2}{2}\mathbf F^{T}A^{-1}\mathbf F.\tag{7}$$

The term linear in $n$ is the potential of the permanent charges and of the dipoles that existed before ionization. It belongs to $v$. The quadratic term is the response to the holes, so

$$R(n)=n^2R(1).\tag{8}$$

∎

## Proof of part (b)

The photoelectron line measures $E_B(p)=I(p)$. In the Auger process an ion of energy $I(i)$ becomes an ion of energy $I(jj)$ plus the emitted electron, so $E_K(ijj)=I(i)-I(jj)$. Hence

$$\alpha'=I(p)+I(i)-I(jj).\tag{9}$$

Inserting (2) and taking the difference between environments, with $\Delta U_{jj}=0$,

$$\Delta\alpha'=\Delta v_i+\Delta v_p-2\Delta v_j+\Delta R(jj)-\Delta R(i)-\Delta R(p).\tag{10}$$

Assumption 1 removes the first three terms. By assumptions 2 and 3, $\Delta R(i)=\Delta R(p)=\Delta R$ and $\Delta R(jj)=\Delta R(2)$. Assumption 4 and the lemma give $\Delta R(2)=4\Delta R$. Therefore

$$\Delta\alpha'=(4-1-1)\Delta R=2\Delta R.$$

∎

The two lines separately obey

$$\Delta E_B=\Delta v-\Delta R,\qquad \Delta E_K=(\Delta v-\Delta R)-(2\Delta v-4\Delta R)=-\Delta v+3\Delta R.\tag{11}$$

If the second sample is also charged to $V$, its apparent binding shift gains $eV$. Adding $\Delta R=\Delta\alpha'/2$ gives

$$\Delta E_B^{\rm meas}+\tfrac12\Delta\alpha'=\Delta v+eV.\tag{12}$$

The two lines thus determine $\Delta R$ but only the sum $\Delta v+eV$. Separating an initial-state shift from charging needs further information.

## When are the initial-state shifts equal?

Consider a charge outside the core, at distance $d$ from the nucleus. By Gauss's law, a spherically averaged core shell lying wholly inside $d$ produces the same potential there as a point charge at the nucleus. The interaction energy per unit charge is then $e^2/4\pi\varepsilon_0d$ for every such shell, and all their $v_c$ shift equally.

A Hartree–Fock calculation for free Zr$^{4+}$, with scalar relativity, tests this. A unit charge at $d=0.2208$ nm gives 6.5205 eV for both the 2p and the 3d shell.

Valence charge that penetrates the core breaks the equality. In the same calculation, with frozen core orbitals and an average over 4d components and spin, one added 4d electron raises the 2p level by 18.551 eV and the 3d level by 17.484 eV (a denser basis raises both by about 0.005 eV and changes their difference by only 0.001 eV). Raising a level lowers $v$. For $i=2p$ and $p=j=3d$, the initial-state terms in (10) reduce to $\Delta v_{2p}-\Delta v_{3d}$, so 0.1 additional 4d electron contributes

$$-0.1\,(18.551-17.484)\ {\rm eV}=-0.107\ {\rm eV}.$$

This estimate omits electron correlation, spin–orbit coupling, and the changes in core orbitals, $U_{jj}$ and relaxation that accompany a new valence population. The change in relaxation need not be small: the added 4d electron is itself drawn towards the core holes, which raises $\alpha'$ and can reverse the sign of the total. The value $-0.107$ eV is therefore only a frozen-core estimate of the initial-state part. In a self-consistent, nonrelativistic local-density treatment of the free ion, where the core orbitals adjust to the added charge, the level shifts contribute about $-0.03$ eV and the total change of $\alpha'$ is about $+0.13$ eV.

## When the response is not linear

Add to (6) a stiffening energy $(b/4)\sum_k|\mathbf p_k|^4$, where $k$ labels the dipoles. Without permanent fields, the harmonic dipoles are proportional to $n$. To first order in $b$, the minimum energy changes by the added term evaluated at those dipoles. Thus

$$R(n)=n^2R_h-n^4Q,$$

where $R_h$ is the harmonic one-hole relaxation and $Q$ the quartic energy for one hole. Equation (10) with equal $\Delta v$ then gives

$$\Delta\alpha'-2\Delta R=\Delta R(2)-4\Delta R(1)=-12\,\Delta Q.\tag{13}$$

What matters is the change of $Q$ between environments, not its size. Dipoles induced by a central charge fall off roughly as the inverse square of distance, so $Q$ comes mainly from the nearest neighbours. If these are the same in both environments, most of $Q$ cancels.

Direct minimization tests this for two oxygen lattices around a Zr site, with radii 0.704 and 1.035 nm and $b=5\times10^4$ nm$^{-5}$. A permanent charge $+0.5e$, 1.2 nm from the Zr site, accompanies the smaller sphere and makes $\Delta v=0.610$ eV. In the larger sphere $R(2)/R(1)=3.878$ instead of 4. Yet the total energies give $\Delta\alpha'=-0.4731$ eV against $2\Delta R=-0.4725$ eV, a difference of about 0.1% of the shift. The figure depends on the arrangement: it is about 0.3% without the permanent charge and about 1% for a charge $+e$ at 0.9 nm. This $b$ also lies beyond first order ($12Q=0.66$ eV against $4R(1)-R(2)=0.49$ eV), so (13) describes the test only qualitatively. A change in the nearest shell itself, such as a new coordination number, would not enjoy this cancellation.

For valence final-state holes, assumption 3 can fail as well. The holes may spread onto neighbouring atoms, and their repulsion then depends on the environment.

## Corollary: dependence on particle size

Place a hole at the centre of a dielectric sphere of radius $\rho$ and electronic permittivity $\varepsilon$, in vacuum, and compare it with a hole in an unbounded medium. In both cases the displacement field is $D=e/4\pi r^2$. Its energy density is $D^2/2\varepsilon_0\varepsilon$ in the medium and $D^2/2\varepsilon_0$ in vacuum. The two cases differ only for $r>\rho$, where the sphere has the larger field energy and hence the smaller relaxation:

$$\Delta R=-\int_\rho^\infty\frac{1}{2\varepsilon_0}\left(\frac{e}{4\pi r^2}\right)^2\left(1-\frac1\varepsilon\right)4\pi r^2\,dr
=-\frac{e^2}{8\pi\varepsilon_0\rho}\left(1-\frac1\varepsilon\right).\tag{14}$$

By (3),

$$\Delta\alpha'=-\frac{e^2}{4\pi\varepsilon_0\rho}\left(1-\frac1\varepsilon\right).\tag{15}$$

The shift vanishes for $\rho\to\infty$ and for $\varepsilon\to1$. For $\varepsilon\to\infty$ it tends to $-e^2/4\pi\varepsilon_0\rho$.

## Worked example: a zirconia nucleus and a thick film

Consider zirconia grown by atomic layer deposition, followed through the Zr 3d line and the Zr L$_3$M$_{45}$M$_{45}$ Auger line with 2984 eV photons. Rough typical inputs for the film are $E_K=1840$ eV and $E_B=182$ eV, so $\alpha'=2022$ eV.

**Charging.** At $V=12$ V the lines appear at $1840-12=1828$ eV and $182+12=194$ eV. Their sum is again 2022 eV.

**Permittivity.** The model has a cubic lattice parameter $a=0.51$ nm and an oxygen polarizability volume $\alpha_O=0.0022$ nm$^3$, both rough typical values; zirconium is not polarizable. There are $N=8/a^3$ oxygen ions per volume. In a cubic oxygen lattice the local field is $E+P/3\varepsilon_0$, so $P=4\pi\varepsilon_0N\alpha_O(E+P/3\varepsilon_0)$. With $x=4\pi N\alpha_O/3$, solving for $P$ gives $P=3\varepsilon_0xE/(1-x)$, and

$$\varepsilon=1+\frac{P}{\varepsilon_0E}=\frac{1+2x}{1-x}=4.753 .$$

**Relaxation.** The nucleus is a free sphere of 280 oxygen ions with radius 1.035 nm. Here and above, the radius of a lattice sphere is that of a smooth sphere of equal volume, counting $a^3/8$ for each oxygen ion. Its dipole lattice gives $R=4.058$ eV for a hole at the centre. A larger sphere, of radius 1.386 nm, gives 4.190 eV; adding the relaxation missing from it according to (14) yields 4.600 eV for the film interior (spheres up to 3 nm lower this by about 0.004 eV). With nucleus minus film,

$$\Delta R=4.058-4.600=-0.542\ {\rm eV},\qquad \Delta\alpha'=2\Delta R=-1.084\ {\rm eV}.$$

A Zr atom at the centre of the nucleus therefore has $\alpha'\approx2020.9$ eV. If $\Delta v=0$, equation (11) puts its binding energy 0.54 eV higher and its Auger kinetic energy 1.63 eV lower than in the film interior. The Auger line moves three times as far because its final state has two holes.

**Continuum formula.** From the Gauss-law result, $e^2/4\pi\varepsilon_0=6.5205\times0.2208=1.440$ eV nm. Equation (15) gives

$$\Delta\alpha'=-\frac{1.440}{1.035}\left(1-\frac1{4.753}\right)\ {\rm eV}=-1.10\ {\rm eV}.$$

This is not a wholly independent confirmation, since the film value contains a continuum contribution. A separate test compares spheres of radii 0.704 and 1.386 nm: $R$ grows by 0.368 eV in the lattice and by 0.398 eV in the continuum formula. The lattice result is about 8% smaller, relative to the continuum result.

## What a real growth experiment changes

**Substrate.** A growing nucleus is supported, not free. A substrate of permittivity $\varepsilon_s$ at distance $h$ from the hole produces an image charge $-e(\varepsilon_s-1)/(\varepsilon_s+1)$ at distance $2h$. The energy of a linearly induced charge is half its interaction with the hole, so

$$R_{\rm sub}=\frac{e^2}{4\pi\varepsilon_0}\frac{1}{4h}\frac{\varepsilon_s-1}{\varepsilon_s+1}.$$

With $h=1.035$ nm, $2R_{\rm sub}$ is 0.247 eV for $\varepsilon_s=2.1$, roughly that of silica, and 0.589 eV for $\varepsilon_s=12$, roughly that of silicon. The predicted shift shrinks from $-1.08$ eV to about $-0.84$ or $-0.50$ eV. This leading estimate neglects repeated polarization between nucleus and substrate, which for a sphere touching the substrate raises the corrections to about 0.26 and 0.65 eV and leaves shifts of about $-0.83$ and $-0.43$ eV, but it shows that a size read from (15) without a substrate correction can be seriously wrong.

**Film field and drift.** For attenuation length $\lambda$, film thickness $t$ and normal emission, the mean emission depth is

$$\langle z\rangle=\frac{\int_0^t z\,e^{-z/\lambda}dz}{\int_0^t e^{-z/\lambda}dz}=\lambda-\frac{t}{e^{t/\lambda}-1}.$$

With $t=10$ nm and rough lengths of 3.0 nm (Auger) and 4.0 nm (photoelectron), the depths are 2.630 and 3.106 nm. If the potential rises with depth at 1 MV/cm, or 0.1 V/nm, equation (5) gives an error of $0.1\times(3.106-2.630)\approx0.048$ eV in $\alpha'$, if it is taken from the line centroids. A rise of 0.2 V between the Auger and photoelectron scans gives 0.2 eV. The 12 V of the example cannot drop across the 10 nm film alone: that would mean 12 MV/cm, above a rough breakdown field of 5 MV/cm.

**Slow ions.** The relaxation uses the electronic permittivity, on the assumption that ions do not move appreciably during emission. If they followed fully, a rough static permittivity of 25 in (15) would give $-1.34$ eV instead of $-1.10$ eV.

**Structure.** Deposited zirconia may be amorphous or non-cubic, and a real nucleus emits from off-centre and surface atoms too. In a free nucleus these atoms lie closer to the vacuum, relax less, and shift further than the central one. The measured film lines likewise include atoms near the film surface, which relax less than those in the interior; this makes the measured difference smaller than one taken against the film interior. The model's $-1.08$ eV describes a central Zr atom with unchanged nearest neighbours. An altered 4d population changes the shift as well: for 0.1 electron the frozen-core initial-state estimate is about 10% of it, and the relaxation of the added charge can outweigh that part and give a total of similar size and opposite sign. Within these conditions, $\Delta\alpha'/2$ measures the change in extra-atomic relaxation without a charge reference. The inputs of the worked example are rough, so the second and third decimals of its relaxation energies serve only to let the arithmetic be followed.

## Table of computed values

```
Photon energy (rough input): 2984 eV
Film Auger kinetic energy (rough input): 1840.0 eV
Film Zr 3d binding energy (rough input): 182.0 eV
Film alpha', neutral: 2022.000 eV
Uniform sample potential: 12.0 V
Charged: Auger kinetic energy 1828.000 eV
Charged: apparent binding energy 194.000 eV
Charged: alpha' 2022.000 eV
Drift 0.2 V before photo line: error 0.200 eV
Lattice parameter (rough input): 0.51 nm
Oxygen polarizability (rough input): 0.0022 nm^3
Zr-O distance: 0.2208 nm
Electronic permittivity: 4.753
Sphere small: 88 O, radius 0.704 nm, R 3.822 eV
Sphere nucleus: 280 O, radius 1.035 nm, R 4.058 eV
Sphere large: 672 O, radius 1.386 nm, R 4.190 eV
R gain small to large, lattice: 0.368 eV
R gain small to large, continuum: 0.398 eV
R in thick film: 4.600 eV
Delta R, nucleus minus film: -0.542 eV
Binding shift at zero delta v: 0.542 eV
Auger shift at zero delta v: -1.627 eV
Delta alpha', nucleus minus film: -1.084 eV
Delta alpha', continuum formula: -1.099 eV
Nucleus alpha': 2020.92 eV
Anharmonic test: R(2)/R(1) = 3.878
Anharmonic test: delta v = 0.610 eV
Anharmonic test: 2 delta R = -0.4725 eV
Anharmonic test: delta alpha' = -0.4731 eV
Outer unit charge, potential energy at 2p: 6.5205 eV
Outer unit charge, potential energy at 3d: 6.5205 eV
One 4d electron raises 2p level by 18.551 eV
One 4d electron raises 3d level by 17.484 eV
Bias for +0.1 4d electron: -0.107 eV
Film thickness: 10 nm; field 1.0 MV/cm
Attenuation lengths (rough): Auger 3.0, photo 4.0 nm
Mean depths: Auger 2.630, photo 3.106 nm
Error in alpha' from film field: 0.048 eV
Field if charging dropped over film: 12.0 MV/cm
Breakdown field (rough input): 5 MV/cm
Two-hole field at nucleus edge: 5.66 MV/cm
Substrate eps 2.1: alpha' correction +0.247 eV
Substrate eps 12: alpha' correction +0.589 eV
Static permittivity (rough input): 25
Delta alpha' if ions followed fully: -1.336 eV
```
